Polymer thickness and etch stop in fluorocarbon plasma etching of oxide

A fluorocarbon plasma etches silicon dioxide while also depositing a polymer on it. Ions crossing the polymer drive reactions at the buried oxide surface, and the oxygen released there helps to carry carbon away. A thicker polymer weakens this removal. The problem asks what a constant deposition rate then does to the film and to the etching beneath it.

Let h ≥ 0 be the polymer thickness, taken as uniform over the etched area, and t the time. The mean thickness of an uneven film would not follow the equation below, because removal is not linear in h. Polymer arrives at the constant rate D > 0. The plasma can remove it at the rate R exp(−h/λ), where R is the removal capacity at zero thickness and λ the decay length. All rates are thicknesses per unit time. As long as a film is present,

dh/dt = D − R exp(−h/λ),  h > 0.

On a bare surface R is a capacity, not an actual rate, since no more polymer can be removed than arrives. The oxide etches at the rate E₀ exp(−h/λ_E). Unless stated otherwise λ_E = λ, which assumes that oxide etching and polymer removal are driven by the same attenuated ion action.

The example uses round parameters: D = 1 nm/s, R = 6 nm/s, λ = 1.2 nm and E₀ = 5 nm/s. Two starting films are compared, 2.0 nm and 2.3 nm thick. The numerical output after the text lists the computed values.

**(a) Find all steady states, and say for which D and R each exists.**

Solution. A steady film of finite thickness needs equal deposition and removal:

D = R exp(−h*/λ).

Dividing by R, taking the logarithm and multiplying by −λ gives

h* = λ ln(R/D).

This is positive only if D < R. In the example,

h* = 1.2 nm × ln 6 = 2.15 nm.

The bare surface needs separate treatment, because h cannot become negative. There are three cases.

- If D < R, all arriving polymer is removed at once. The actual removal rate is D, and h = 0 is steady. There are then two steady states, h = 0 and h = h*.
- If D = R, the bare surface is still steady, but h* has moved down to zero. Any film, however thin, grows, because dh/dt = D[1 − exp(−h/λ)] > 0.
- If D > R, even the bare surface gains polymer, at the rate D − R. There is no steady state.

For small relative changes of R and D at fixed λ, the change of h* is

dh* = λ (dR/R − dD/D).

More deposition or less removal capacity lowers h*. A 10% rise in D at fixed R and λ shifts it by −λ ln 1.1, from 2.15 to 2.04 nm.

**(b) Let D < R. What happens to a film slightly thinner or thicker than h*, and to one far from it?**

Solution. Write h = h* + x. Since R exp(−h*/λ) = D,

dx/dt = D − R exp(−h*/λ) exp(−x/λ) = D [1 − exp(−x/λ)].

The bracket has the sign of x for every x, not only for small x. A film thicker than h* therefore thickens and a thinner one thins: h* is an unstable threshold. For |x| ≪ λ, the expansion exp(−x/λ) ≈ 1 − x/λ gives

dx/dt ≈ (D/λ) x,  x(t) ≈ x(0) exp(Dt/λ).

The growth rate of a deviation is D/λ = 0.833 s⁻¹ in the example.

Far from the threshold the two sides differ. Above it, the growth rate rises towards D, because removal fades away. Below it, the thinning speed D[exp(|x|/λ) − 1] increases as the film thins. It never falls below its initial positive value, so the film reaches h = 0 in a finite time and then stays there.

The cause of the instability is the decrease of removal with thickness, not its exponential form. For a general removal law M(h), linearizing dh/dt = D − M(h) about a balance point gives

dx/dt ≈ −M′(h*) x.

The balance is unstable where M falls with h and stable where M rises. The exponential law fixes where the threshold lies and how fast deviations grow.

**(c) Solve the film equation exactly for h > 0.**

Solution. The nonlinearity disappears in the variable u = exp(h/λ), for which exp(−h/λ) = 1/u. By the chain rule,

du/dt = (u/λ) dh/dt = (u/λ)(D − R/u) = (Du − R)/λ.

With u* = R/D = exp(h*/λ) this becomes

du/dt = (D/λ)(u − u*).

The difference u − u* thus grows exponentially at any distance from threshold:

u(t) = u* + (u₀ − u*) exp(Dt/λ),  h(t) = λ ln u(t),

where u₀ = exp(h₀/λ) and h₀ is the initial thickness. The solution holds until u falls to 1, where the film is gone and the bare-surface rule takes over.

For h₀ = 2.3 nm, u₀ = 6.798 and u* = 6. After 5 s,

u = 6 + 0.798 × exp(5/1.2) ≈ 57.5,

h = 1.2 nm × ln 57.5 ≈ 4.86 nm.

Direct numerical integration of the original equation gives the same thickness. At late times the constant u* is negligible and h ≈ Dt + λ ln(u₀ − u*), which is growth at the full deposition rate.

**(d) For a film below threshold, find the time needed to clear it and the oxide depth etched meanwhile.**

Solution. Clearing means u = 1. For u₀ < u* the exact solution gives

1 = u* − (u* − u₀) exp(Dt_c/λ).

Solving for the exponential and taking the logarithm,

t_c = (λ/D) ln[(u* − 1)/(u* − u₀)].

For h₀ = 2.0 nm, u₀ = 5.294, so

t_c = 1.2 s × ln(5/0.706) = 2.35 s.

Close to threshold, u* − u₀ ≈ u*(h* − h₀)/λ, and hence

t_c ≈ (λ/D) ln[(1 − D/R) λ/(h* − h₀)].

The time diverges only logarithmically. A film must start extremely close to h* to linger there for many multiples of λ/D.

For the oxide depth Z_c, the etch rate is E₀/u when λ_E = λ. The equation of motion gives dt = −(λ/D) du/(u* − u). The minus sign reverses the limits, since u falls from u₀ to 1:

Z_c = ∫ (E₀/u) dt = (E₀λ/D) ∫ from 1 to u₀ of du/[u(u* − u)].

Partial fractions give

1/[u(u* − u)] = (1/u*) [1/u + 1/(u* − u)],

whose antiderivative is (1/u*) ln[u/(u* − u)]. Inserting the limits and using Du* = R,

Z_c = (E₀λ/R) ln[u₀(u* − 1)/(u* − u₀)].

The prefactor is 5 × 1.2/6 nm = 1.0 nm. The depth is

Z_c = 1.0 nm × ln(5.294 × 5/0.706) = 3.62 nm.

Afterwards the bare oxide etches at 5 nm/s. Ten seconds after the start the total depth is

3.62 nm + 5 nm/s × (10 − 2.35) s = 41.9 nm.

**(e) For a film above threshold, in what sense does etching stop? Find the total further depth.**

Solution. The film thickens without limit, so the etch rate E₀/u tends to zero. It is not zero at any finite time. The useful question is whether the total further depth Z is finite. For u₀ > u*, dt = (λ/D) du/(u − u*), and

Z = (E₀λ/D) ∫ from u₀ to ∞ of du/[u(u − u*)].

Now

1/[u(u − u*)] = (1/u*) [1/(u − u*) − 1/u],

with antiderivative (1/u*) ln[(u − u*)/u]. This vanishes at infinity, so

Z = (E₀λ/R) ln[u₀/(u₀ − u*)].

The depth is finite for every film that starts above h*. For h₀ = 2.3 nm,

Z = 1.0 nm × ln(6.798/0.798) = 2.14 nm.

The rate has fallen to 1% of its bare value when u = 100, which happens at

t = 1.2 s × ln[(100 − 6)/0.798] = 5.72 s.

The initial etch rates of the two films, 5/5.294 = 0.94 nm/s and 5/6.798 = 0.74 nm/s, are not very different. Their outcomes are: one reaches 41.9 nm in 10 s, and the other approaches a total of only 2.14 nm.

A film placed precisely at h* would etch steadily at E₀D/R, without limit of depth. This is consistent with the logarithmic divergence of Z as u₀ approaches u*. By part (b), any disturbance ends that state.

The value of the depth depends on λ_E, but its being finite does not require λ_E = λ. Above threshold dh/dt increases with time, so it is at least its initial value v₀ = D − R exp(−h₀/λ). Therefore h(t) ≥ h₀ + v₀t, and

Z ≤ E₀ exp(−h₀/λ_E) ∫ from 0 to ∞ of exp(−v₀t/λ_E) dt = E₀ λ_E exp(−h₀/λ_E)/v₀.

For h₀ = 2.3 nm, v₀ = 0.117 nm/s. If λ_E = 0.8 nm while λ stays at 1.2 nm, the bound is 1.92 nm and numerical integration gives a depth of 0.65 nm. The bound is loose because it ignores the acceleration of film growth.

**(f) A bare surface receives a temporary burst of deposition at a rate D₁ > R, after which the rate returns to D < R. How long a burst causes permanent etch stop? How can a stopped surface be recovered?**

Solution. During the burst the exact solution applies with D replaced by D₁ and u₀ = 1:

u(t) = R/D₁ + (1 − R/D₁) exp(D₁t/λ).

When the burst ends, the old threshold u* = R/D decides the fate of the film. Setting u(t_b) = R/D gives the critical duration

t_b = (λ/D₁) ln[(R/D − R/D₁)/(1 − R/D₁)].

For D₁ = 8 nm/s, R/D₁ = 0.75 and

t_b = (1.2/8) s × ln(5.25/0.25) = 0.457 s.

A shorter burst leaves a film that clears; a longer one leaves a film that keeps growing after normal deposition has returned. The surface thus retains a memory of the burst. If D₁ ≤ R, the bare surface stays bare and no duration is critical.

To recover a film of thickness h with R and λ unchanged, the deposition rate must be lowered to a value D′ for which the film thins:

D′ < R exp(−h/λ).

For h = 5 nm the limit is 6 nm/s × exp(−5/1.2) = 0.093 nm/s, less than a tenth of the normal rate. In numerical trajectories the film cleared at a rate 5% below this limit and grew at one 5% above it. The normal rate may be restored once h has fallen below h*. The longer one waits before acting, the lower the required D′.

**(g) How do the threshold and the fates of the two films change if removal is not purely exponential? Consider a thickness-independent part, a Gaussian attenuation, and incomplete coverage at small h.**

Solution. First, ions also sputter polymer from its upper surface, whatever lies below. Let this contribute a constant rate s < R, and keep the bare capacity R fixed:

M(h) = s + (R − s) exp(−h/λ).

Then

dh/dt = (D − s) − (R − s) exp(−h/λ).

This is the original equation with D replaced by D − s and R by R − s. For s < D < R the unstable threshold is therefore

h* = λ ln[(R − s)/(D − s)].

If s ≥ D, still with D < R, the right-hand side is negative at every thickness. Every film clears, and permanent etch stop is impossible. Clearing can still be slow: at s = D it takes the time λ(u₀ − 1)/(R − D), about 1000 s for a 10 nm film. The original conclusion thus requires removal from thick films to fall below deposition. In a numerical trajectory with s = 1.1D, even a 10 nm film cleared.

To estimate s, take an ion flux of 100 nm⁻² s⁻¹, a rough yield of 0.1 CF₂ unit per ion, and a polymer density of 2.0 g/cm³. The density gives a volume of 0.0415 nm³ per CF₂ unit, so

s = 100 × 0.1 × 0.0415 nm/s = 0.415 nm/s,

h* = 1.2 nm × ln(5.585/0.585) = 2.71 nm.

The threshold rises by 0.56 nm. The 2.3 nm film, which stopped the etching in the simple model, now lies below threshold and clears. Recovery also becomes easier: for the 5 nm film of part (f), the limit on D′ rises from 0.093 nm/s to s + (R − s) exp(−h/λ) = 0.50 nm/s.

Second, let removal be R exp(−h²/λ²), with the same 1/e depth λ. The balance D = R exp(−h*²/λ²) gives

h* = λ √[ln(R/D)] = 1.61 nm.

Removal still decreases with h, so by part (b) the threshold remains unstable. Now even the 2.0 nm film leads to etch stop. With these values a threshold survives each change, shifted by about half a nanometre, upwards in the first case and downwards in the second. These shifts are examples, not error limits. In the first case the threshold rises without bound as s approaches D, and a yield of about 0.24 CF₂ unit per ion, instead of 0.1, would already give s = D.

Third, polymer covering only part of the surface cannot be removed at the full capacity. A simple description is

M(h) = R [1 − exp(−h/a)] exp(−h/λ),

with a coverage length a = 0.3 nm. Removal now vanishes at h = 0, rises to a single maximum and then falls. If the maximum exceeds D, there are two balance points. By the slope rule of part (b), the lower is stable and the upper is unstable. If the maximum is below D, the film always grows. Here the maximum lies at h = a ln(1 + λ/a) = 0.48 nm and equals 3.21 nm/s. A sufficiently long burst of deposition can therefore stop the etching once its rate exceeds 3.21 nm/s, rather than R as in part (f).

Here the lower balance lies at 0.058 nm. This is less than an atomic layer and must be read as an average over a partly covered surface. It replaces the bare state, and the oxide under it etches at about 4.8 nm/s instead of 5 nm/s. The upper balance shifts by only −0.0009 nm, because exp(−h/a) is tiny there. The 2.0 nm film therefore thins to the lower balance, and the 2.3 nm film still grows and stops the etching.

**(h) Polymer arrives and leaves in discrete units. How sharp is the threshold for a small hole?**

Solution. Let each unit have volume v, and let the hole bottom have area A. One event changes the mean thickness by ε = v/A. Assume independent arrivals and removals, one unit at a time, and a film that stays laterally uniform. Arrivals occur at the rate D/ε and removals at R exp(−h/λ)/ε. Near threshold both rates are D/ε. Since the variances of independent events add, the variance gained in a time dt is

ε² (D/ε + D/ε) dt = 2Dε dt.

The deviation x = h − h* obeys the linear law of part (b) with this noise added. The scaled quantity y = x exp(−Dt/λ) removes the systematic growth and changes only through noise. A kick received at time t enters y with the factor exp(−Dt/λ), so the total variance of y is

σ² = ∫ from 0 to ∞ of 2Dε exp(−2Dt/λ) dt = 2Dε × λ/(2D) = ελ.

Hence

σ = √(vλ/A).

The final sign of y decides between clearing and etch stop. As y is Gaussian with mean h₀ − h*, the stop probability is Φ[(h₀ − h*)/σ], where Φ is the cumulative normal distribution. This is a linearized result, requiring σ ≪ λ and σ ≪ h*.

For a 20 nm × 20 nm hole bottom,

σ = √(0.0415 × 1.2/400) nm = 0.011 nm.

The discrete problem was also solved numerically with the full exponential removal law, counting h = 0 as cleared and 4.5 nm as stopped. The stop probabilities for starts at h* − σ, h* and h* + σ are 0.159, 0.500 and 0.841, in agreement with Φ(−1), Φ(0) and Φ(1). Within these assumptions, particle noise in this hole blurs the threshold far less than the sputtering or the Gaussian attenuation of part (g) shifts it. Lateral uniformity is the weakest of the assumptions. By part (b), thickness differences between parts of the hole near threshold grow at the rate D/λ unless something smooths them. If patches of area λ² evolved independently, A would be the patch area, and the width would be √(v/λ) = 0.19 nm for each patch.

**(i) Are the assumed rates mutually plausible, and how does the model stand beside a real etching process?**

Solution. Silicon dioxide of density 2.2 g/cm³, etched at 5 nm/s, releases two oxygen atoms per formula unit, or 220 atoms nm⁻² s⁻¹. Removing polymer at 6 nm/s means removing

6/0.0415 ≈ 145 carbon atoms nm⁻² s⁻¹.

If each carbon leaves as CO, the oxygen supply at a bare surface is sufficient. With λ_E = λ, supply and demand fall by the same factor under a film, so their ratio is preserved. The oxygen budget is thus compatible with the rates if λ_E = λ and carbon leaves with one oxygen atom. Removal as CO₂ would need 289 atoms nm⁻² s⁻¹, more than the supply. For λ_E = 0.8 nm, tried in part (e), oxygen would fall short under films thicker than about 1 nm. The budget does not prove the removal mechanism, and fluorine has not been included.

The oxide rate of 5 nm/s equals 300 nm/min, and the assumed ion flux corresponds to 1.6 mA/cm² for singly charged ions. The etch rate and a polymer thickness of nanometres are of the order met in high-density fluorocarbon plasmas. The ion current is at the low end, since such plasmas often deliver several mA/cm² or more. At the yield of 0.1 used in part (g), a current of 3.9 mA/cm² would already give s = D if D stayed at 1 nm/s. The values of D, R and λ are rough and depend on gas mixture, ion energy and temperature.

Real processes break the assumption that removal vanishes under a thick film: ions sputter the polymer surface, and fluorine or oxygen atoms from the gas can attack it. The sputtering estimate alone moved the threshold from 2.15 to 2.71 nm, and total surface removal equal to or above D would abolish permanent etch stop. Real plasmas can also sustain steady films of nanometre thickness. The simple model has no such stable state; by the slope rule, a model with thickness as its only variable needs removal to rise with thickness, or deposition to fall with it, near the balance point. In cyclic atomic-layer etching, deposition is not constant in time, so the formulas here apply only within an interval of constant conditions.

Values computed for the example and the checks

```
Deposition rate D: 1.000 nm/s
Bare removal capacity R: 6.000 nm/s
Decay length lambda: 1.200 nm
Bare oxide etch rate E0: 5.000 nm/s
Ratio u* = R/D: 6.000 (no unit)
Threshold h*, formula: 2.1501 nm
Threshold h*, trajectories: 2.1501 nm
Instability rate D/lambda: 0.833 1/s
Thin starting film: 2.000 nm
u0 of thin film: 5.294 (no unit)
Thin film clearing time: 2.350 s
Oxide depth while clearing: 3.625 nm
Thin film case, oxide depth in 10 s: 41.88 nm
Thick starting film: 2.300 nm
u0 of thick film: 6.798 (no unit)
Thick film initial growth rate: 0.1174 nm/s
Thick film thickness after 5 s: 4.862 nm
Time to 1% of bare etch rate: 5.722 s
Thick film case, total oxide depth: 2.142 nm
Other oxide decay length: 0.800 nm
Total depth with other length: 0.648 nm
Upper bound on that depth: 1.922 nm
Burst deposition rate: 8.000 nm/s
Critical burst duration: 0.457 s
Stopped film thickness: 5.000 nm
Deposition limit for its recovery: 0.0930 nm/s
Ion flux: 100.0 ions/(nm^2 s)
Ion current density: 1.60 mA/cm^2
Polymer sputter yield: 0.10 CF2 units/ion
Polymer density: 2.0 g/cm^3
Volume per CF2 unit: 0.0415 nm^3
Thickness-independent removal: 0.415 nm/s
Threshold with this removal: 2.708 nm
Threshold with Gaussian attenuation: 1.606 nm
Coverage length: 0.300 nm
Stable thin film with coverage: 0.0577 nm
Threshold shift from coverage: -0.00093 nm
Etch rate on stable thin film: 4.765 nm/s
Hole bottom area: 400.0 nm^2
Noise width of threshold: 0.0112 nm
Stop probability one width below h*: 0.159 (no unit)
Stop probability at h*: 0.500 (no unit)
Stop probability one width above h*: 0.841 (no unit)
Threshold at 10% higher deposition: 2.036 nm
Oxide density: 2.2 g/cm^3
Oxygen release at bare oxide: 220.5 atoms/(nm^2 s)
Carbon removal capacity: 144.5 atoms/(nm^2 s)
```
